\section*{Golden-rule autoionization width of helium 2s² and its mixing with 2p²}

\section*{Problem}

The lowest doubly excited $^1S$ state of helium, labelled $2s^2$, lies above the energy of He$^+(1s)$ and decays by $2s^2\to 1s\,\varepsilon s$. Atomic units are used, the nucleus is fixed and relativity is neglected. The bound orbitals are hydrogenic with $Z=2$,
\begin{equation}
P_{1s}=4\sqrt2\,re^{-2r},\quad P_{2s}=2r(1-r)e^{-r},\quad P_{2p}=\tfrac{2}{\sqrt3}r^2e^{-r}.
\end{equation}
The outgoing electron is described by the Coulomb wave $P_\varepsilon$ of charge $q=1$: the $1s$ electron is taken to screen one nuclear charge at every distance.

For reference, the two-electron Hamiltonian was diagonalized numerically after the complex scaling $r\to re^{i\theta}$, $\theta=0.4$, which turns a resonance into an eigenvalue $E-i\Gamma/2$. With 14 Laguerre functions for each $l\le3$ this gives $E=-0.7779$ hartree and $\Gamma=0.124$ eV. Higher $l$ are left out; adding $l=3$ changed $\Gamma$ by 0.0005 eV.

\begin{enumerate}
\item Express the golden-rule amplitudes from $2s^2$ and $2p^2$ by radial integrals.
\item Evaluate them at the reference energy, $\varepsilon=E+2=1.222$ hartree.
\item Find the width for pure $2s^2$, then for the lower mixture of $2s^2$ and $2p^2$, and compare both with the reference.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Use $\langle1s|2s\rangle=0$ before worrying that $\varepsilon s$ is not orthogonal to the bound orbitals.
\item Integrate first over the electron that falls into $1s$. What remains is a polynomial times exponentials times $P_\varepsilon$, so the Laplace transform of $P_\varepsilon$ suffices.
\item Without repulsion, $2s^2$ and $2p^2$ are degenerate. Diagonalize the repulsion between them, keeping one sign convention throughout.
\end{enumerate}

\section*{Solution}

\subsection*{Amplitudes}

For an isolated resonance and a continuum normalized to $\delta(\varepsilon-\varepsilon')$,
\begin{equation}
\Gamma=2\pi|\langle\Psi_\varepsilon|H-E|\Phi\rangle|^2,\qquad
\Psi_\varepsilon=\frac{1s(1)\varepsilon s(2)+\varepsilon s(1)1s(2)}{\sqrt2}.
\end{equation}
The singlet spin function is common to both states. Both $2s^2$ and $2p^2$ are eigenfunctions of the one-electron part of $H$, with eigenvalue $2(-\tfrac12)=-1$. The one-electron part and $-E$ therefore contribute only multiples of $\langle\Psi_\varepsilon|\Phi\rangle$. Each term of this overlap contains $\langle1s|2s\rangle$ or $\langle1s|2p\rangle$, which vanish. Only $1/r_{12}$ remains. Define
\begin{equation}
R^k=\iint P_{1s}(r_1)P_{2l}(r_1)\frac{r_<^k}{r_>^{k+1}}P_{2l}(r_2)P_\varepsilon(r_2)\,dr_1dr_2,
\end{equation}
with $l=0$ for $R^0$ and $l=1$ for $R^1$. The two terms of $\Psi_\varepsilon$ contribute equally, so $V(2s^2)=2R^0/\sqrt2=\sqrt2R^0$.

For $2p^2$ take the angular function $\sqrt3\cos\gamma/4\pi$, where $\gamma$ is the angle between the electrons; it is normalized because $\cos^2\gamma$ averages to $1/3$. For $s$ electrons the function is $1/4\pi$. Expanding $1/r_{12}$ in $P_k(\cos\gamma)$ gives the factor $\frac12\int_{-1}^1\sqrt3\,xP_k(x)\,dx=\delta_{k1}/\sqrt3$. Hence, for $\Phi=c_s\,2s^2+c_p\,2p^2$,
\begin{equation}
\Gamma=4\pi\left(c_sR^0+c_pR^1/\sqrt3\right)^2. \label{width}
\end{equation}

\subsection*{The inner integration}

The monopole potential of $P_{1s}P_{2s}=8\sqrt2\,s^2(1-s)e^{-3s}$ needs
\begin{align}
\int_0^r s^2(1-s)e^{-3s}ds&=\tfrac13r^3e^{-3r},\\
\int_r^\infty s(1-s)e^{-3s}ds&=\left(\tfrac1{27}+\tfrac r9-\tfrac{r^2}3\right)e^{-3r},
\end{align}
as differentiation confirms. Dividing the first by $r$ and adding, the $r^2$ terms cancel:
\begin{equation}
u_0=\frac{8\sqrt2}{27}(1+3r)e^{-3r}.
\end{equation}
For the dipole, $P_{1s}P_{2p}=(8\sqrt2/\sqrt3)s^3e^{-3s}$, and
\begin{align}
r^2u_1&=\tfrac{8\sqrt2}{\sqrt3}\left[\int_0^rs^4e^{-3s}ds+r^3\int_r^\infty se^{-3s}ds\right]\nonumber\\
&=\tfrac{8\sqrt2}{\sqrt3}\left[\tfrac8{81}-e^{-3r}\left(\tfrac8{81}+\tfrac{8r}{27}+\tfrac{4r^2}9+\tfrac{r^3}3\right)\right].
\end{align}
Here the first integral is $\frac8{81}-e^{-3r}(\frac{r^4}3+\frac{4r^3}9+\frac{4r^2}9+\frac{8r}{27}+\frac8{81})$ and the second is $(\frac r3+\frac19)e^{-3r}$.

Let $L(\beta)=\int_0^\infty e^{-\beta r}P_\varepsilon\,dr$. Each factor $r$ under the integral is $-d/d\beta$. Since $(1+3r)(r-r^2)=r+2r^2-3r^3$,
\begin{align}
R^0&=\tfrac{16\sqrt2}{27}\left[-L'+2L''+3L'''\right]_{\beta=4},\label{r0}\\
R^1&=\tfrac{16\sqrt2}3\left\{\tfrac8{81}[L(1)-L(4)]+\tfrac8{27}L'(4)-\tfrac49L''(4)+\tfrac13L'''(4)\right\}.\label{r1}
\end{align}

\subsection*{The Coulomb wave}

Multiply $P''+(2q/r+k^2)P=0$, $k^2=2\varepsilon$, by $e^{-\beta r}$ and integrate. With $P(0)=0$, the first term gives $\beta^2L-P'(0)$. Differentiating with respect to $\beta$ removes the constant and the $1/r$:
\begin{equation}
(\beta^2+k^2)L'=-2(\beta-q)L. \label{ode}
\end{equation}
The solution with $L\to P'(0)/\beta^2$ at large $\beta$ is
\begin{equation}
L=\frac{P'(0)}{\beta^2+k^2}\exp\left[-\frac{2q}k\arctan\frac k\beta\right].
\end{equation}

To find $P'(0)$, put $\nu=q/k$ and write $L=P'(0)(\beta-ik)^{-1-i\nu}(\beta+ik)^{-1+i\nu}$, which also solves (\ref{ode}). The inverse transform of $(\beta-ik)^{-s}$ is $r^{s-1}e^{ikr}/\Gamma(s)$. At large $r$ the singularities at $\beta=\pm ik$ give complex-conjugate waves. Since $|(2ik)^{-1+i\nu}|=e^{-\pi\nu/2}/2k$, their sum has amplitude
\begin{equation}
A=\frac{P'(0)e^{-\pi\nu/2}}{k|\Gamma(1+i\nu)|},\qquad |\Gamma(1+i\nu)|^2=\frac{\pi\nu}{\sinh\pi\nu}.
\end{equation}
Sine waves of amplitude $A$ overlap as $\frac\pi2A^2\delta(k-k')=\frac\pi2A^2k\,\delta(\varepsilon-\varepsilon')$, so $A^2=2/\pi k$. The finite overlap of $P_\varepsilon$ with $1s$ does not alter this delta function. Solving for the slope,
\begin{equation}
P'(0)^2=\frac{4q}{1-e^{-2\pi q/k}}.
\end{equation}
As $q\to0$ it tends to $2k/\pi$, the free-wave value.

Differentiating (\ref{ode}) twice gives, with $D=\beta^2+k^2$,
\begin{align}
DL''&=-2L-(4\beta-2q)L',\\
DL'''&=-6L'-(6\beta-2q)L''.
\end{align}
For $k=1.5634$ one has $P'(0)=2.018$ and $D(4)=18.444$. Then $L(1)=0.162677$, $L(4)=0.067936$, $L'(4)=-0.022100$, $L''(4)=0.009408$ and $L'''(4)=-0.004033$. Equations (\ref{r0}) and (\ref{r1}) become
\begin{align}
R^0&=0.8380(0.02210+0.01882-0.01210)=0.02415,\\
R^1&=7.542(0.00936-0.00655-0.00418-0.00134)=-0.0205.
\end{align}
The last line was evaluated before rounding its terms.

\subsection*{Width of pure $2s^2$}

With $c_s=1$ and $c_p=0$,
\begin{equation}
\Gamma=4\pi(0.02415)^2=0.00733\text{ hartree}=0.20\text{ eV}.
\end{equation}
This is 1.6 times the reference.

\subsection*{Mixing with $2p^2$}

For equal densities $\rho$, the regions $r_1<r_2$ and $r_1>r_2$ contribute equally, so every repulsion integral has the form
\begin{equation}
I_k[\rho]=2\int_0^\infty ds\,s^k\rho(s)\int_s^\infty dr\,\rho(r)r^{-k-1}.
\end{equation}
Using $\int_0^\infty s^ne^{-4s}ds=n!/4^{n+1}$,
\begin{align}
I_0[P_{2s}^2]&=32\int_0^\infty s^2(1-s)^2\left(\tfrac18+\tfrac s4-\tfrac{s^2}4+\tfrac{s^3}2\right)e^{-4s}ds=\tfrac{77}{256},\\
I_0[P_{2p}^2]&=\tfrac{32}9\int_0^\infty s^4\left(\tfrac38+\tfrac{3s}4+\tfrac{3s^2}4+\tfrac{s^3}2\right)e^{-4s}ds=\tfrac{93}{256},\\
I_2[P_{2p}^2]&=\tfrac{32}9\int_0^\infty s^6\left(\tfrac14+\tfrac s2\right)e^{-4s}ds=\tfrac{45}{256},\\
I_1[P_{2s}P_{2p}]&=\tfrac{32}3\int_0^\infty s^4(1-s)\left(-\tfrac{s^2}2\right)e^{-4s}ds=\tfrac{45}{256}.
\end{align}
For $2p^2$ the angular average $\frac12\int_{-1}^1 3x^2P_k\,dx$ is $1$ for $k=0$ and $\frac25$ for $k=2$, so its repulsion is $(93+18)/256$. The coupling carries the factor $1/\sqrt3$ found above. The matrix is
\begin{equation}
W=\frac1{256}\begin{pmatrix}77&45/\sqrt3\\45/\sqrt3&111\end{pmatrix}
=\begin{pmatrix}0.3008&0.1015\\0.1015&0.4336\end{pmatrix}.
\end{equation}
Its lower eigenvalue is $0.3672-\sqrt{0.0664^2+0.1015^2}=0.2459$. The first row gives $c_p/c_s=(0.2459-0.3008)/0.1015=-0.541$, and normalization gives $c_s=0.880$, $c_p=-0.476$. Thus $2p^2$ has 23\% of the weight. At equal radii the negative $c_p$ favours $\cos\gamma<0$, with the electrons on opposite sides of the nucleus, which lowers their repulsion.

Both $c_p$ and $R^1$ are negative, so the amplitudes add:
\begin{equation}
\Gamma=4\pi(0.02124+0.00563)^2=0.00907\text{ hartree}=0.25\text{ eV}.
\end{equation}
Mixing raises the width by 24\%, to twice the reference.

The complex-scaled calculation shows the same direction. With $s$ orbitals alone it gives 0.065 eV, and with $s$ and $p$ orbitals 0.127 eV. The pure hydrogenic $2s^2$ result is therefore already three times too large beside its radial counterpart. Its nearness to 0.12 eV owes something to two opposite errors: the unrelaxed radial pair makes the width too large, and omitting $p$ orbitals makes it too small.

The isolated-resonance assumption is reasonable here: the reference width, 0.0046 hartree, is small beside the 0.156 hartree to the next $^1S$ resonance. The reference lifetime is $\hbar/\Gamma=5.3$ fs.

\section*{Variation 1: a better continuum}

\textit{Does the charge-1 wave cause the excess?} Near the nucleus the screening is incomplete. The static field of the $1s$ electron adds $-(1/r+2)e^{-4r}$ to $-1/r$. Including exchange as well means requiring $\langle1s|H-E|1s\,\phi+\phi\,1s\rangle=0$, with the bracket taken over one electron. Because $h\,1s=-2\,1s$ and $E=\varepsilon-2$, this reads
\begin{equation}
(h+J-\varepsilon)\phi+K\phi-(2+\varepsilon)\langle1s|\phi\rangle\,1s=0,
\end{equation}
where $h$ is the one-electron Hamiltonian and $J$, $K$ are the direct and exchange operators of $1s$. Both equations were solved numerically as integral equations on a radial grid, at the same $\varepsilon$.

\begin{center}
\begin{tabular}{lcccc}
Continuum & $R^0$ & $R^1$ & pure (eV) & mixed (eV)\\
charge 1 & 0.0242 & $-0.0205$ & 0.20 & 0.25\\
static & 0.0236 & $-0.0351$ & 0.19 & 0.32\\
static exchange & 0.0224 & $-0.0381$ & 0.17 & 0.31
\end{tabular}
\end{center}

The better waves bring the pure result closer to the reference and take the mixed one further away. The static-exchange wave is the full solution within the channel $1s$ times any $s$ orbital. For an isolated resonance, the remaining excess must then come from the bound pair, built from two unrelaxed hydrogenic configurations.

\section*{Variation 2: the upper mixture}

\textit{What is the width of the orthogonal, mainly $2p^2$ state?} Its coefficients are $c_s=0.476$ and $c_p=0.880$. The complex-scaled position, $-0.6212$ hartree, gives $\varepsilon=1.379$ hartree. This state converges slowly in $l$: with all $l$ included it lies 0.0007 hartree lower, at $-0.6219$ hartree, which leaves the estimates below unchanged. The charge-1 integrals are now $R^0=0.02398$ and $R^1=-0.02046$, so
\begin{equation}
\Gamma=4\pi(0.01141-0.01039)^2=1.3\times10^{-5}\text{ hartree}=0.00035\text{ eV}.
\end{equation}
The amplitudes that add in the lower state subtract here, and with the charge-1 wave they nearly cancel. The complex-scaled width is about 0.006 eV (0.0058 eV in this basis; other bases, angles and $l$ limits move it by up to 0.0004 eV), also much smaller than that of the lower state, but about 17 times the golden-rule value. Each part is some ten times their difference, so a 10\% error in one part changes the amplitude by about its own size. So close a cancellation depends on both the charge-1 wave and the hydrogenic mixing coefficients. The static-exchange wave at this $\varepsilon$ has $R^0=0.0223$ and $R^1=-0.0361$, giving parts $0.0106$ and $-0.0183$ and a width of about 0.021 eV, above the reference but still about fifteen times below the lower mixture. Within the two-configuration model the opposite signs make this state the narrower one. For the real state they are only part of the cause, since relaxing the bound pair also shrinks the $s$ part of its amplitude strongly, and the model cannot predict its width.
